# Puckering Amplitude and Phase of a Five-Membered Chelate Ring

## What symmetry allows

A five-membered ring has five heights above a reference plane. Moving the plane along its normal changes all heights together, and tilting it about two axes changes them in two further ways. These three changes say nothing about the ring's shape, so two numbers remain.

Cyclic renumbering suggests which two. Any five heights can be expanded in waves that run around the ring zero, one or two times. For a regular pentagon the zero wave is a displacement of the plane and the two single waves are tilts. The double wave is left:

\[
z_j=\sqrt{\tfrac25}\,q\cos\!\left(\phi+\tfrac{4\pi j}{5}\right),\qquad j=0,\ldots,4,\quad q\ge 0 .
\]

The amplitude \(q\) is a length: doubling all coordinates doubles it. The phase \(\phi\) is an angle and does not change. An irregular ring has the same form if its reference plane is chosen so that the zero and single waves vanish. These are the Cremer–Pople coordinates.

## A ring worked by hand

Take a cadmium–diamine chelate ring numbered Cd0, N1, C2, C3, N4. The bonds are rough typical values: Cd–N 0.235 nm, N–C 0.148 nm and C–C 0.152 nm. The ring is an idealised geometry, not an energy minimum. Four atoms lie in the plane \(z=0\), and C2 is folded out of it:

| atom | x (nm) | y (nm) | z (nm) |
|---|---:|---:|---:|
| Cd0 | 0 | 0 | 0 |
| N1 | 0.14446 | −0.18536 | 0 |
| C2 | 0.07787 | −0.30047 | 0.06495 |
| C3 | −0.05942 | −0.30649 | 0 |
| N4 | −0.14446 | −0.18536 | 0 |

By construction this is an envelope with C2 as its flap. The calculation should recover that fact from the coordinates.

**The plane.** Let \(\mathbf R_j\) be positions measured from the unweighted centre of the five atoms. Define

\[
\mathbf R'=\sum_j\mathbf R_j\sin\frac{2\pi j}{5},\qquad
\mathbf R''=\sum_j\mathbf R_j\cos\frac{2\pi j}{5},\qquad
\mathbf n=\frac{\mathbf R'\times\mathbf R''}{|\mathbf R'\times\mathbf R''|}.
\]

The sines and the cosines each sum to zero, so the original coordinates may be used in these two sums. C2 alone has a nonzero third coordinate, hence

\[
R'_z=0.06495\sin144^\circ=0.03818,\qquad
R''_z=0.06495\cos144^\circ=-0.05255\ \text{nm}.
\]

The other components follow in the same way:

\[
\mathbf R'=(0.35547,\,0.00354,\,0.03818),\quad
\mathbf R''=(-0.01493,\,0.37648,\,-0.05255)\ \text{nm}.
\]

Their cross product is \((-0.01456,\,0.01811,\,0.13388)\) nm², of length 0.1359 nm². Division gives \(\mathbf n=(-0.107,\,0.133,\,0.985)\).

**The heights.** The centre is at \((0.00369,-0.19554,0.01299)\) nm. For cadmium, \(\mathbf R_0\) is minus this vector, so

\[
z_0=\mathbf n\cdot\mathbf R_0=0.00040+0.02606-0.01280=0.01366\ \text{nm}.
\]

All five heights are

\[
(z_0,\ldots,z_4)=(0.01366,\,-0.02653,\,0.02926,\,-0.02082,\,0.00443)\ \text{nm}.
\]

The four coplanar atoms have different heights because their common plane is tilted against the reference plane.

**Amplitude and phase.** The double-wave cosines for \(j=0,\ldots,4\) are \(1,-0.809,0.309,0.309,-0.809\). The sines are \(0,0.588,-0.951,0.951,-0.588\). Therefore

\[
\begin{aligned}
\sum_j z_j\cos\frac{4\pi j}{5}
&=0.01366-0.809(-0.02210)+0.309(0.00844)=0.0341,\\
\sum_j z_j\sin\frac{4\pi j}{5}
&=0.588(-0.03096)+0.951(-0.05008)=-0.0658\ \text{nm}.
\end{aligned}
\]

The general derivation below gives factors \(+\sqrt{2/5}\) and \(-\sqrt{2/5}\), so

\[
q\cos\phi=0.0216,\qquad q\sin\phi=0.0416\ \text{nm}.
\]

Hence \(q=0.0469\) nm, or 0.469 Å. Both components are positive, so \(\phi\) lies in the first quadrant, at \(62.6^\circ\).

## Why two numbers suffice

Centring gives \(\sum_jz_j=\mathbf n\cdot\sum_j\mathbf R_j=0\). The normal is perpendicular to both vectors in its cross product, so

\[
\sum_jz_j\sin\frac{2\pi j}{5}=\mathbf n\cdot\mathbf R'=0,\qquad
\sum_jz_j\cos\frac{2\pi j}{5}=\mathbf n\cdot\mathbf R''=0 .
\]

For an integer \(m\) not divisible by 5, the geometric series gives

\[
\sum_{j=0}^{4}e^{2\pi i mj/5}=\frac{e^{2\pi i m}-1}{e^{2\pi i m/5}-1}=0 .
\]

Products of sines and cosines are sums of such exponentials. The constant, the two single waves and the two double waves are therefore mutually orthogonal. They are five independent vectors in a five-dimensional space. The three conditions remove the first three, leaving

\[
z_j=a\cos\frac{4\pi j}{5}+b\sin\frac{4\pi j}{5}.
\]

Each double wave has squared length \(5/2\), because the average of a squared cosine or sine over the ring is \(1/2\). Projection gives

\[
a=\frac25\sum_jz_j\cos\frac{4\pi j}{5},\qquad
b=\frac25\sum_jz_j\sin\frac{4\pi j}{5}.
\]

Expanding \(\cos(\phi+4\pi j/5)\) shows that \(a=\sqrt{2/5}\,q\cos\phi\) and \(b=-\sqrt{2/5}\,q\sin\phi\). Solving for the two components,

\[
q\cos\phi=\sqrt{\tfrac25}\sum_jz_j\cos\frac{4\pi j}{5},\qquad
q\sin\phi=-\sqrt{\tfrac25}\sum_jz_j\sin\frac{4\pi j}{5}.
\]

Also \(\sum_jz_j^2=\tfrac52(a^2+b^2)=q^2\). The phase must be taken from both components with a two-argument arctangent, since their ratio alone leaves an ambiguity of \(180^\circ\).

The method fails if \(\mathbf R'\times\mathbf R''=0\), when no normal is defined. If \(q=0\) the ring is planar and has no phase.

## Rigid motion, reflection and numbering

A translation moves the centre and the atoms equally, so it leaves every \(\mathbf R_j\) unchanged. Under an orthogonal matrix \(Q\), both \(\mathbf R'\) and \(\mathbf R''\) are multiplied by \(Q\). The cross product obeys \((Q\mathbf a)\times(Q\mathbf b)=\det(Q)\,Q(\mathbf a\times\mathbf b)\), hence

\[
z_j\to\det(Q)\,(Q\mathbf n)\cdot(Q\mathbf R_j)=\det(Q)\,z_j .
\]

A proper rotation has determinant \(+1\) and preserves every height, hence \(q\) and \(\phi\). In 500 random rotations of the worked ring, with shifts of up to 10 nm along each axis, the largest changes were \(1.3\times10^{-15}\) nm in \(q\) and \(1.3\times10^{-12}\) degrees in \(\phi\). These are rounding errors.

A reflection has determinant \(-1\). It reverses the heights and adds \(180^\circ\) to the phase: the worked ring goes from \(62.59^\circ\) to \(242.59^\circ\).

Numbering must stay fixed when phases are compared. Start instead at old atom \(s\), and let \(\alpha=2\pi s/5\). The new sums are \(\mathbf R'\cos\alpha-\mathbf R''\sin\alpha\) and \(\mathbf R''\cos\alpha+\mathbf R'\sin\alpha\). Their cross product is \((\cos^2\alpha+\sin^2\alpha)\,\mathbf R'\times\mathbf R''\), so the normal is unchanged. Substituting \(j=j'+s\) in the height formula gives \(\phi\to\phi+144^\circ s\).

Reversing the numbering about atom 0 changes the sign of \(\mathbf R'\), and so of \(\mathbf n\). The new heights are \(-z_{-j}\), with the index taken modulo 5. Since \(-\cos(\phi-\theta)=\cos(180^\circ-\phi+\theta)\), the new phase is \(180^\circ-\phi\).

## Envelope and twist in a regular projection

An envelope on atom \(k\) has its other four atoms in one plane. A twist on atom \(k\) is defined here by the plane through \(k-1\), \(k\) and \(k+1\): the two opposite atoms lie at equal distances on opposite sides of it. Equivalently, their midpoint lies in that plane.

Suppose first that the projection on the reference plane is a regular pentagon. If \(\phi+144^\circ k\) is a multiple of \(180^\circ\), then \(z_{k+1}=z_{k-1}\) and \(z_{k+2}=z_{k-2}\). The lines joining these two pairs are level and parallel, so the four atoms are coplanar. This is an envelope.

If \(\phi+144^\circ k=90^\circ\) modulo \(180^\circ\), then \(z_k=0\) and the paired heights are opposite. Both pair midpoints lie at height zero on the pentagon's symmetry axis, as does atom \(k\). The line through atoms \(k\pm1\) crosses that axis, so these atoms, atom \(k\) and the midpoint of the opposite pair are coplanar. This is a twist.

Envelope and twist phases then alternate every \(18^\circ\). On this fixed scale an envelope on C2 belongs at \(72^\circ\), and a twist on N4 at \(54^\circ\). The boundary is \(63^\circ\). The worked phase, \(62.59^\circ\), falls just on the twist side, although the ring is an envelope by construction. The fault lies in assuming a regular projection.

## References from the ring's own shape

Both forms are coplanarity conditions on four points. Let the points have projected coordinates \((x_i,y_i)\), not all on one line. On four points, the functions \(1,x,y\) span three dimensions, so one vector \(w_i\), up to scale, is orthogonal to them:

\[
\sum_iw_i=\sum_iw_ix_i=\sum_iw_iy_i=0 .
\]

The points lie on a plane \(z=\alpha+\beta x+\gamma y\) if and only if their heights are a combination of \(1,x,y\), which means \(\sum_iw_iz_i=0\).

For a twist, one point is a midpoint. Its height is the mean of two atomic heights, so half its weight goes to each atom. Every condition can thus be written as a sum over the five atoms. With

\[
A=\sum_jw_j\cos\frac{4\pi j}{5},\qquad
B=\sum_jw_j\sin\frac{4\pi j}{5},
\]

the height formula gives

\[
\sum_jw_jz_j=\sqrt{\tfrac25}\,q\,(A\cos\phi-B\sin\phi).
\]

For \(q>0\) this vanishes when

\[
\tan\phi_{\rm ref}=\frac AB\qquad(\text{modulo }180^\circ).
\]

If \(B=0\), the reference is \(90^\circ\). The two sums cannot both vanish. If they did, \(w\) would contain only single waves, since its sum is zero. The conditions on \(x\) and \(y\) would then make a nontrivial combination of \(\mathbf R'\) and \(\mathbf R''\) vanish, contrary to \(\mathbf R'\times\mathbf R''\ne0\).

**The worked envelope.** Projection preserves the weights of four coplanar points, so the original coordinates of Cd0, N1, C3 and N4 can be used. Choose \(w_1+w_4=1\). The \(y\) condition gives

\[
w_3=-\frac{0.18536}{0.30649}=-0.605,\qquad w_0=-1-w_3=-0.395 .
\]

The \(x\) condition gives

\[
w_1-w_4=\frac{0.05942}{0.14446}\,w_3=-0.249 .
\]

Consequently

\[
\begin{aligned}
A&=-0.395-0.809+0.309(-0.605)=-1.391,\\
B&=0.588(-0.249)+0.951(-0.605)=-0.721 .
\end{aligned}
\]

The ratio is 1.93 and the reference is \(62.6^\circ\), the phase found from the heights. The neighbouring references for this projection are \(45.89^\circ\), a twist on N4, and \(91.29^\circ\), a twist on Cd0. The envelope label therefore has a margin of about \(8^\circ\) on its nearer side.

**What the long metal bonds do.** Start from a regular pentagon of side 0.150 nm and raise C2 by 0.050 nm. Move cadmium along the symmetry axis, holding the other atoms fixed. Let \(t\) be the distance from the C–C line to the N–N line, divided by the distance from the C–C line to cadmium. With \(w_1+w_4=1\), the conditions give \(w_0=-t\), \(w_3=-(1-t)\) and \(w_1-w_4=-0.618(1-t)\), where 0.618 is the ratio of the C–C to the N–N distance. Insertion gives

\[
\tan\phi_{\rm ref}=\frac{1.118+0.691\,t}{1.314\,(1-t)} .
\]

The regular ring has \(t=0.618\) and \(\phi_{\rm ref}=72^\circ\). Longer metal bonds reduce \(t\), which lowers the numerator and raises the denominator, so the phase falls. Bonds of 0.190 nm give \(65.49^\circ\), and bonds of 0.235 nm give \(61.30^\circ\). In this comparison the metal bonds alone produce a shift of \(10.7^\circ\), more than half the regular spacing.

## The general procedure

1. Number the atoms around the ring from the metal, and keep that numbering.
2. Centre the coordinates; form \(\mathbf R'\), \(\mathbf R''\), \(\mathbf n\) and the heights.
3. Obtain \(q\) and \(\phi\) from the two double-wave sums.
4. Project the atoms on the reference plane. Find the weights and reference phases of the five envelopes and five twists.
5. Compare \(\phi\) with these references modulo \(180^\circ\). The nearest one supplies the label, and the distance to it is the mismatch in phase. The departure from coplanarity depends on the amplitude too: for a given projection, the size of \(\sum_jw_jz_j\) is proportional to \(q\) times the sine of that distance.

The last step is a convention for intermediate shapes. A ring at a reference phase satisfies the corresponding coplanarity condition; a ring merely near it does not. The references belong to the present projection and must be recomputed when the ring changes.

Mirror symmetry of the projection about the metal simplifies two cases. For the metal envelope, the conditions force \(w_1=-w_4\) and \(w_2=-w_3\). The cosine sum vanishes, so the reference is \(0^\circ\). For the metal twist the weights are symmetric, the sine sum vanishes, and the reference is \(90^\circ\).

A twist with a twofold axis through cadmium illustrates this. With the same bond lengths, an N–C–C angle of \(110^\circ\) and an N–C–C–N torsion of \(-60^\circ\), its heights are

\[
(0,\,-0.01747,\,0.02826,\,-0.02826,\,0.01747)\ \text{nm}.
\]

The cosine sum cancels in pairs. The sine sum is \(2[0.588(-0.01747)-0.951(0.02826)]=-0.0743\) nm, so \(q\sin\phi=+0.0470\) nm and \(\phi=90^\circ\). The mirror image has \(\phi=270^\circ\). A metal envelope with cadmium folded below the plane by \(40^\circ\) has \(q=0.06295\) nm and \(\phi=180^\circ\).

## How precisely the phase is known

Give every Cartesian coordinate an independent error \(\sigma\). To first order,

\[
\delta z_j=\mathbf n\cdot\delta\mathbf R_j+\delta\mathbf n\cdot\mathbf R_j .
\]

For a regular projection the second term contains only single waves and drops out of the double-wave sums. Centring affects only the zero wave. Each component of \((q\cos\phi,q\sin\phi)\) then has variance \(\tfrac25\cdot\tfrac52\,\sigma^2=\sigma^2\), and the two errors are uncorrelated. The part perpendicular to this vector turns its phase, so

\[
\sigma_\phi\simeq\frac{\sigma}{q}\quad\text{(radians)}.
\]

The estimate requires \(\sigma\ll q\) and diverges as the ring becomes flat. For the cadmium twist and \(\sigma=0.0005\) nm it gives \(0.61^\circ\). Differentiating the full procedure gives \(0.64^\circ\), and random sampling gives \(0.63^\circ\). An error of this size could move the carbon envelope across the fixed boundary at \(63^\circ\), which is only \(0.41^\circ\) away.

## A ring at working temperature

Diamine ligands can form such rings in cadmium precursors, and a Cd–N distance near 0.235 nm is a rough typical value. A real ring is not static. To size its motion, hold \(q\) at the twist value and let the phase move in

\[
V(\phi)=B\cos^2\phi,\qquad B=0.20\ \text{eV}.
\]

The barrier is a rough assumed value, and its position at the metal envelope is part of the model. Near \(90^\circ\), \(V\simeq B(\phi-\pi/2)^2\). Classical equipartition then gives a root-mean-square spread \(\sqrt{k_{\rm B}T/2B}\), about \(15^\circ\) at 300 K. The full potential gives \(16^\circ\) at 300 K and \(21^\circ\) at 450 K.

The metal-twist label extends \(14.2^\circ\) to either side of \(90^\circ\) if the references of the static twist are retained. The classical phase lies in this window for 65% of the time at 300 K and 54% at 450 K. In this model, thermal motion therefore affects the label far more than the assumed coordinate error does. A single label describes one geometry, not the whole thermal population.

Quantum motion changes the spread little. If all atoms share an effective mass \(m\), differentiating the heights at fixed \(q\) gives the kinetic energy \(\tfrac12mq^2\dot\phi^2\). This counts motion normal to the reference plane only; it omits the in-plane motion that keeps the bond lengths and the coupling to overall rotation. With a rough \(m=14\) u, the quantum spread at 300 K is \(16.5^\circ\), against \(16.0^\circ\) classically. The common mass is crude, since cadmium is much heavier than the other atoms.

The ring can also pass to its mirror image, through \(0^\circ\) or through \(180^\circ\). Treating \(B\) as the activation free energy of each route, the transition-state estimate \(2(k_{\rm B}T/h)e^{-B/k_{\rm B}T}\) gives about \(5\times10^9\) s⁻¹ at 300 K and \(10^{11}\) s⁻¹ at 450 K. The prefactor \(k_{\rm B}T/h\) is a convention here. If \(B\) is kept as the potential barrier, the prefactor is set by the well frequency, about 190 cm⁻¹ for the inertia above, and the classical flux over the two barriers gives about \(5\times10^9\) s⁻¹ at 300 K and \(6\times10^{10}\) s⁻¹ at 450 K. These rates depend exponentially on the assumed barrier. Changes of \(q\), substituents, other ligands and crystal packing are left out, and each can alter the barrier and the preferred phase.

If coordinates are averaged over equal amounts of the two mirror forms, with the same projection and reference plane, the heights cancel and the average ring is flat. Amplitude and phase should therefore be computed for each geometry separately, and the phases kept as a distribution. Their plain mean can mislead too: for mirror twists at \(90^\circ\) and \(270^\circ\) it is \(180^\circ\), a metal envelope, which neither form is. The numerical output lists all ten references for the carbon envelope.

## Computed values

```
Bonds Cd-N, N-C, C-C: 0.235 0.148 0.152 nm
Twist N-C-C 110, |NCCN| 60 deg
Twist N-Cd-N bite (also C envelope): 75.86 deg
Flaps Cd, C: 40, 45 deg; Cd-N4-C3 107 deg
Carbon envelope coordinates x y z (nm), height z_j (nm):
  Cd0   0.00000   0.00000   0.00000    0.01366
  N1    0.14446  -0.18536   0.00000   -0.02653
  C2    0.07787  -0.30047   0.06495    0.02926
  C3   -0.05942  -0.30649   0.00000   -0.02082
  N4   -0.14446  -0.18536   0.00000    0.00443
C envelope R': 0.35547 0.00354 0.03818 nm
C envelope R'': -0.01493 0.37648 -0.05255 nm
C envelope normal n: -0.10715 0.13327 0.98527 (no unit)
twist: q = 0.04698 nm = 0.4698 angstrom, phi = 90.000 deg
  shape label: twist on Cd0; fixed label: twist on Cd0
metal envelope: q = 0.06295 nm = 0.6295 angstrom, phi = 180.000 deg
  shape label: envelope on Cd0; fixed label: envelope on Cd0
carbon envelope: q = 0.04690 nm = 0.4690 angstrom, phi = 62.590 deg
  shape label: envelope on C2; fixed label: twist on N4
Twist heights (nm): -0.00000 -0.01747 0.02826 -0.02826 0.01747
Twist N1-C2-C3-N4 torsion: -60.00 deg
C envelope |C3-N4-Cd0-N1| torsion: 0.00 deg
C-envelope ring references mod 180 (deg): shape, fixed
  envelope on Cd0: 0.58, 0
  twist on C3: 17.08, 18
  envelope on N1: 28.12, 36
  twist on N4: 45.89, 54
  envelope on C2: 62.59, 72
  twist on Cd0: 91.29, 90
  envelope on C3: 119.12, 108
  twist on N1: 133.24, 126
  envelope on N4: 149.67, 144
  twist on C2: 162.51, 162
500 rigid motions: max q change 1.3e-15 nm, phi 1.3e-12 deg
C envelope mirrored: phi = 242.590 deg
Regular side 0.150 nm; C2 raised 0.050 nm; metal bond varied:
  bond 0.150 nm: phi mod 180 72.00, shift 0.00 deg
  bond 0.190 nm: phi mod 180 65.49, shift 6.51 deg
  bond 0.235 nm: phi mod 180 61.30, shift 10.70 deg
Coordinate error 0.0005 nm: twist phase error 0.635 deg
  sampled 0.629 deg; sigma/q rule 0.610 deg
Rough barrier 0.20 eV, effective mass 14 u
Metal-twist label half-window: 14.20 deg
300 K: rms phase classical 15.98, quantum 16.50 deg
  classical twist fraction 0.646; inversion rate 5.5e+09 1/s
450 K: rms phase classical 21.03, quantum 21.34 deg
  classical twist fraction 0.538; inversion rate 1.1e+11 1/s
```
